\section*{Mutual locking of two oscillators with symmetric, delayed coupling}

\section*{The problem}

A spin-torque oscillator turns a direct current into a microwave voltage. If the signal of each of two such oscillators is fed to the other, they may settle to one common frequency. The question is how far apart their free frequencies may lie.

Describe oscillator $j=1,2$ by a complex amplitude $c_j=r_je^{i\phi_j}$, scaled so that $r_j=1$ without coupling. Near this state take the model
\begin{equation}
\dot c_j=\left[i\omega_j+(i\nu-1)\Gamma(|c_j|^2-1)\right]c_j+\Lambda e^{-i\delta}c_k,\qquad k\neq j. \label{amp}
\end{equation}
Here $\omega_j$ is the free angular frequency, $\Gamma>0$ sets the restoring rate of the power $|c_j|^2$, and $\nu$ measures how strongly the frequency follows the power. The coupling has strength $\Lambda>0$ and phase lag $\delta$, the same in both directions. Noise is absent until part (g). Define
\[
\psi=\phi_1-\phi_2,\qquad \Delta=\omega_1-\omega_2,\qquad \bar\omega=\tfrac12(\omega_1+\omega_2).
\]
The phases are counted continuously, without resetting after a turn. The oscillators are called locked if $\psi(t)$ stays bounded. Then $[\psi(t)-\psi(0)]/t\to0$ at long times, so their mean frequencies agree. All rates are angular; division by $2\pi$ gives ordinary frequencies.

\section*{(a) From amplitudes to phases}

\textit{For weak coupling, eliminate the amplitudes and find the phase equations. How does a delay line enter?}

\textbf{Solution.} Insert $c_j=r_je^{i\phi_j}$ into \eqref{amp} and divide by $e^{i\phi_j}$. With $x_j=\phi_k-\phi_j-\delta$, the real part and the imaginary part divided by $r_j$ are
\begin{align}
\dot r_j&=-\Gamma(r_j^2-1)r_j+\Lambda r_k\cos x_j, \label{r}\\
\dot\phi_j&=\omega_j+\nu\Gamma(r_j^2-1)+\Lambda\frac{r_k}{r_j}\sin x_j. \label{phi}
\end{align}
Let $r_j=1+u_j$ with small $u_j$. Since $r_j^2-1\approx2u_j$, equation \eqref{r} becomes
\[
\dot u_j=-2\Gamma u_j+\Lambda\cos x_j .
\]
The amplitude therefore relaxes at the rate $2\Gamma$. If $x_j$ changes slowly on the time $1/(2\Gamma)$, we may drop $\dot u_j$, which gives
\[
r_j^2-1\approx2u_j\approx\frac{\Lambda}{\Gamma}\cos x_j .
\]
This needs $\Lambda\ll\Gamma$, and also $|\Delta|$ and the phase coupling rate found below small against $2\Gamma$. To first order in $\Lambda$ we may set $r_k/r_j=1$ in \eqref{phi}:
\[
\dot\phi_j=\omega_j+\Lambda(\sin x_j+\nu\cos x_j).
\]
Put $\alpha=\arctan\nu$, so that $\cos\alpha=1/\sqrt{1+\nu^2}$ and $\sin\alpha=\nu/\sqrt{1+\nu^2}$. The bracket equals $\sqrt{1+\nu^2}\,\sin(x_j+\alpha)$. Hence
\begin{align}
\dot\phi_1&=\omega_1+K\sin(\phi_2-\phi_1-\beta),\nonumber\\
\dot\phi_2&=\omega_2+K\sin(\phi_1-\phi_2-\beta), \label{phase}\\
K&=\Lambda\sqrt{1+\nu^2},\qquad \beta=\delta-\arctan\nu. \label{Kb}
\end{align}
The incoming signal acts on the phase directly, and also through the power, which shifts the frequency. The second path strengthens the coupling and turns its phase.

If the signal travels for a time $\tau$, oscillator $j$ receives $c_k(t-\tau)$. Over a short delay the phase was smaller by about $\bar\omega\tau$, so $\delta=\bar\omega\tau$, provided that nothing else adds a phase: neither the line and the contacts, nor the conversion of the motion into a signal and of the received signal into a force on the oscillator. Slow changes of amplitude and phase during $\tau$ are neglected here.

\section*{(b) A necessary condition}

\textit{Derive the equation for $\psi$ from \eqref{phase}. For which mismatches is locking impossible?}

\textbf{Solution.} Subtract the second phase equation from the first:
\begin{align*}
\dot\psi&=\Delta+K\left[\sin(-\psi-\beta)-\sin(\psi-\beta)\right]\\
&=\Delta-K\left[\sin(\psi+\beta)+\sin(\psi-\beta)\right].
\end{align*}
In the sum of the two sines the terms $\pm\cos\psi\sin\beta$ cancel and the terms $\sin\psi\cos\beta$ add:
\begin{equation}
\dot\psi=\Delta-a\sin\psi,\qquad a=2K\cos\beta. \label{adler}
\end{equation}
The factor 2 appears because both oscillators respond. Let $A=|a|=2K|\cos\beta|$. Since $|a\sin\psi|\le A$, a mismatch $\Delta>A$ gives $\dot\psi\ge\Delta-A>0$ at all times, and $\psi$ grows without bound. For $\Delta<-A$, likewise, $\dot\psi\le\Delta+A<0$. Locking therefore requires
\begin{equation}
|\omega_1-\omega_2|\le 2K|\cos\beta|. \label{result}
\end{equation}
The coupling can pull the two frequencies together by at most $A$; a larger mismatch leaves a remainder that turns $\psi$ steadily.

\section*{(c) Is the condition sufficient?}

\textit{Find the locked states, their stability and their common frequency. Treat the edge and $\cos\beta=0$ separately.}

\textbf{Solution.} Let $A>0$ and $|\Delta|\le A$. Then $\sin\psi^*=\Delta/a$ has a real solution, and $\psi^*+2\pi n$ is a fixed point for every integer $n$. Solutions of a first-order equation with a smooth right-hand side cannot cross a fixed point, so $\psi$ stays between two neighbours of this set. It is bounded, and \eqref{result} is also sufficient.

For $\psi=\psi^*+\eta$ with small $\eta$, \eqref{adler} gives
\[
\dot\eta=-2K\cos\beta\cos\psi^*\;\eta .
\]
The stable state has $\cos\beta\cos\psi^*>0$. For $\cos\beta>0$ it lies within a quarter turn of $\psi=0$; for $\cos\beta<0$ it lies within a quarter turn of antiphase, $\psi=\pi$. Its relaxation rate is
\begin{equation}
A|\cos\psi^*|=A\sqrt{1-\sin^2\psi^*}=\sqrt{A^2-\Delta^2}, \label{relax}
\end{equation}
which vanishes at the edge.

At the edge take $\Delta=A$ and $a>0$; the other signs follow by reflecting or shifting $\psi$. With $\psi=\pi/2+\eta$,
\[
\dot\eta=A(1-\cos\eta)\approx\tfrac12A\eta^2 .
\]
The state is approached from $\eta<0$ and left from $\eta>0$. Without disturbances $\psi$ remains bounded, but a small push forward starts a full turn. A robust lock needs the strict inequality.

If $\cos\beta=0$, then $\dot\psi=\Delta$. Within the phase equations any nonzero mismatch causes drift, and for $\Delta=0$ every $\psi$ persists without a restoring force.

For the common frequency take half the sum of \eqref{phase} at $\psi=\psi^*$:
\begin{align}
\Omega&=\bar\omega+\frac K2\left[\sin(\psi^*-\beta)-\sin(\psi^*+\beta)\right]\nonumber\\
&=\bar\omega-K\sin\beta\cos\psi^*. \label{common}
\end{align}
This shows where the rest of the coupling has gone. The part proportional to $\sin\beta$ shifts both frequencies equally, so it cannot reduce their difference.

\section*{(d) Outside the locking range}

\textit{Find the mean beat frequency for $|\Delta|>A$.}

\textbf{Solution.} Take $\Delta>A$. One turn of $\psi$ lasts $T=\int_{-\pi}^{\pi}d\psi/(\Delta-a\sin\psi)$. With $y=\tan(\psi/2)$ we have $\sin\psi=2y/(1+y^2)$ and $d\psi=2\,dy/(1+y^2)$, so
\begin{align*}
T&=\int_{-\infty}^{\infty}\frac{2\,dy}{\Delta(1+y^2)-2ay}
=\frac2\Delta\int_{-\infty}^{\infty}\frac{dy}{(y-a/\Delta)^2+1-a^2/\Delta^2}\\
&=\frac{2}{\Delta}\,\frac{\pi}{\sqrt{1-a^2/\Delta^2}}
=\frac{2\pi}{\sqrt{\Delta^2-A^2}} .
\end{align*}
The mean of $\dot\psi$ is $2\pi/T$. For negative $\Delta$ its sign changes, hence
\begin{equation}
\langle\dot\psi\rangle=\operatorname{sgn}(\Delta)\sqrt{\Delta^2-A^2}. \label{beat}
\end{equation}
Just above the edge this is about $\sqrt{2A(\Delta-A)}$: the beat starts from zero with a vertical slope. For $\Delta\gg A$ it is about $\Delta-A^2/(2\Delta)$, and the oscillators run almost freely.

\section*{(e) Two vortex oscillators}

\textit{Two vortex-type magnetic-tunnel-junction oscillators exchange signals through an electrical delay line. Take as rough model values a mean frequency of 300 MHz, $\tau=1$ ns, $\Gamma/2\pi=5$ MHz, $\nu=2$ and $\Lambda/2\pi=0.2$ MHz. Find the locking edge, and describe mismatches of 0.4 and 0.8 MHz.}

\textbf{Solution.} From \eqref{Kb},
\begin{align*}
K/2\pi&=0.2\sqrt{1+2^2}\ \mathrm{MHz}=0.447\ \mathrm{MHz},\\
\delta&=360^\circ\times0.300\ \mathrm{GHz}\times1\ \mathrm{ns}=108^\circ,\\
\beta&=108^\circ-63.4^\circ=44.6^\circ .
\end{align*}
The edge is
\[
\frac A{2\pi}=2\times0.447\times0.712\ \mathrm{MHz}=0.637\ \mathrm{MHz},
\]
or $A=4.00$ rad/$\mu$s.

At 0.4 MHz mismatch, $\sin\psi^*=0.400/0.637$ gives $\psi^*=38.9^\circ$. Equation \eqref{common} puts the common frequency below the mean by
\[
0.447\,\sin44.6^\circ\cos38.9^\circ\ \mathrm{MHz}=0.244\ \mathrm{MHz}.
\]
The relaxation time from \eqref{relax} is 0.32 $\mu$s, about twenty times the amplitude relaxation time $1/(2\Gamma)=16$ ns. This supports the elimination in (a), which is still approximate: for fixed $\delta$ the amplitude model \eqref{amp} gives $\psi^*=37.5^\circ$, a shift of 0.254 MHz and a relaxation time of 0.29 $\mu$s. At 0.8 MHz the phases drift, with a mean beat of $\sqrt{0.800^2-0.637^2}=0.484$ MHz.

Now change the delay alone. At 0.6 ns, $\beta=1.4^\circ$ and the edge is 0.894 MHz, close to the maximum $2K/2\pi$. At 2.4 ns, $\beta=195.8^\circ$ and the edge is 0.861 MHz, now with a lock around antiphase. With $K$ and $\nu$ fixed, the range is widest when $\bar\omega\tau=\arctan\nu+n\pi$. A delay of 1.42 ns gives $\beta=89.9^\circ$ and an edge of only 0.0012 MHz in the phase model, a value that part (f) corrects.

\section*{(f) Unequal coupling and finite amplitude response}

\textit{How does the edge change if the coupling rates are $K(1+e)$ on oscillator 1 and $K(1-e)$ on oscillator 2? What does the amplitude response change when the couplings are equal?}

\textbf{Solution.} With unequal rates, a steady state of the phase difference obeys
\begin{align*}
\Delta&=K(1+e)\sin(\psi+\beta)+K(1-e)\sin(\psi-\beta)\\
&=2K(\cos\beta\sin\psi+e\sin\beta\cos\psi).
\end{align*}
A sum $p\sin\psi+q\cos\psi$ has the maximum $\sqrt{p^2+q^2}$, so the edge is
\[
2K\sqrt{\cos^2\beta+e^2\sin^2\beta}.
\]
In the phase model, $e=0.1$ raises it by 0.48\% relative to the symmetric result. In the amplitude model \eqref{amp} the asymmetry combines with the amplitude response treated below: the edge of the example then differs from the phase-model value of 0.637 MHz by $+1.4\%$ if the faster oscillator receives the stronger coupling, and by $-0.1\%$ if it receives the weaker one. Here the mean of the two rates is held fixed.

For equal couplings return to \eqref{r}. In a steady state $\Gamma(r_j^2-1)=\Lambda(r_k/r_j)\cos x_j$ holds without the weak-coupling step. Inserted into \eqref{phi}, it multiplies the coupling rate $K$ by $r_k/r_j$. Writing $r_2/r_1=e^q$, we get
\begin{align}
\Delta&=K\left[e^q\sin(\psi+\beta)+e^{-q}\sin(\psi-\beta)\right]\nonumber\\
&=2K(\cosh q\cos\beta\sin\psi+\sinh q\sin\beta\cos\psi). \label{full}
\end{align}
To first order in $\Lambda/\Gamma$,
\begin{align*}
q&\approx\tfrac12(r_2^2-r_1^2)
=\frac{\Lambda}{2\Gamma}\left[\cos(\psi-\delta)-\cos(\psi+\delta)\right]\\
&=s\sin\psi,\qquad s=\frac\Lambda\Gamma\sin\delta .
\end{align*}
Let $\cos\beta>0$ and $\psi=\pi/2+\eta$, with $\eta$ of order $s$. To second order,
\[
\frac{\Delta}{2K}\approx\cos\beta\left(1+\frac{s^2}{2}-\frac{\eta^2}{2}\right)-s\eta\sin\beta .
\]
The maximum lies at $\eta=-s\tan\beta$, where the right-hand side is
\[
\cos\beta+\frac{s^2}{2}\left(\cos\beta+\frac{\sin^2\beta}{\cos\beta}\right)
=\cos\beta+\frac{s^2}{2\cos\beta}.
\]
The edge rises by the relative amount $s^2/(2\cos^2\beta)$. The case $\cos\beta<0$ gives the same, by expanding about $-\pi/2$. In the example the formula gives 0.143\%, and the locked states of \eqref{amp}, computed without expansion, also give 0.143\%. If $\delta$ is allowed to follow the actual common frequency, $\delta=\Omega\tau$, the rise is 0.158\%.

The expansion fails near $\cos\beta=0$. There \eqref{full} leaves, to leading order,
\[
|\Delta|=2K|s\sin\psi\cos\psi|=K|s\sin2\psi|\le K|s| .
\]
A narrow locking range thus survives. At $\beta=90^\circ$ with $\delta$ fixed, this estimate is 0.0080 MHz and the unexpanded model gives 0.0084 MHz.

At the delay of 1.42 ns the unexpanded model with $\delta=\Omega\tau$ gives 0.011 MHz, about ten times the phase-model edge. This value already includes the effect of the frequency shift \eqref{common} on $\delta$. Near $\beta=90^\circ$ that shift changes $\beta$ by $-K\tau\cos\psi$, hence $\cos\beta$ by $+K\tau\cos\psi$, and contributes $2K^2\tau\sin\psi\cos\psi=K^2\tau\sin2\psi$ to $\Delta$. Its size is
\[
\frac{K^2\tau}{2\pi}=(2\pi\times0.447\ \mu\mathrm{s}^{-1})(0.00142\ \mu\mathrm{s})(0.447\ \mathrm{MHz})\approx0.0018\ \mathrm{MHz}.
\]
It has the same sign as the amplitude term, because $\sin\delta>0$ here. When the main coupling cancels, these small terms set the range of the noiseless model. It is much narrower than the free linewidth taken in part (g); with that noise the mean beat practically equals the free mismatch, and no useful locking remains.

\section*{(g) Thermal phase noise}

\textit{Each free oscillator has a Lorentzian line of full width 0.1 MHz at the temperature of use. Treat this as independent white frequency noise. What becomes of the edge?}

\textbf{Solution.} Let the variance of each free phase grow as $2D_1t$. Then $\langle e^{i\phi}\rangle$ decays as $e^{-D_1t}$, and the line has the full angular width $2D_1$, which is $D_1/\pi$ in ordinary frequency. So $D_1=\pi\times0.1$ rad$^2/\mu$s. Independent variances add, and $\psi$ diffuses with $D=2D_1=0.628$ rad$^2/\mu$s. The probability density $P(\psi)$ on the circle has the stationary current
\begin{equation}
J=(\Delta-a\sin\psi)P-D\frac{dP}{d\psi}, \label{fp}
\end{equation}
which is the same at every $\psi$. Divide by $P$ and integrate over one turn. The terms with $\sin\psi$ and $d(\ln P)/d\psi$ vanish, which leaves
\[
J\int_0^{2\pi}\frac{d\psi}{P}=2\pi\Delta,\qquad \langle\dot\psi\rangle=2\pi J .
\]
Since $P>0$, the mean beat is nonzero for every $\Delta\neq0$. In this noise model strict locking is lost, and the edge becomes a gradual rise of the slip rate.

To obtain numbers, let $m_n=\langle e^{-in\psi}\rangle$. In the stationary state the average of $e^{-in\psi}$ does not change, so drift and diffusion balance:
\[
-in\left\langle(\Delta-a\sin\psi)e^{-in\psi}\right\rangle-Dn^2m_n=0 .
\]
Write $\sin\psi$ in exponentials and divide by $-in$ for $n\neq0$:
\[
(\Delta-iDn)m_n-\frac{a}{2i}(m_{n-1}-m_{n+1})=0,\qquad m_0=1 .
\]
This linear system, cut off at large $|n|$, gives $\langle\dot\psi\rangle=\Delta-a\langle\sin\psi\rangle=\Delta+a\,\mathrm{Im}\,m_1$. For the example:

\begin{center}
\begin{tabular}{ccc}
mismatch (MHz) & beat without noise (MHz) & with noise (MHz)\\
0.400 & 0 & 0.026\\
0.637 & 0 & 0.273\\
0.800 & 0.484 & 0.511
\end{tabular}
\end{center}

At 0.4 MHz there is one net slip in about 38 $\mu$s on average, over a hundred times the relaxation time of 0.32 $\mu$s. The pair is locked for long stretches but not permanently. At the nominal edge the mean beat is already 43\% of the free mismatch. Inequality \eqref{result} therefore marks the limit of the noiseless phase model; a low slip rate needs a mismatch well inside it and $A\gg D$. Here $A/D=6.4$.

\section*{The model beside real devices}

The frequency, linewidth, rates and $\nu$ used here are round model values, not data of a measured pair. For a real pair they must be measured. The slip rates of part (g) hold for white frequency noise; slow frequency fluctuations, which real oscillators also show, are not included. In the example with $\tau=1$ ns, noise raises the mean beat at the nominal edge from zero to 0.273 MHz, whereas the amplitude response and a 10\% coupling asymmetry together move the edge by less than 2\%. Far outside the edge all these effects on the beat are small. With a linewidth of 1 MHz and the same coupling, $D$ would exceed $A$ and long locked stretches could not be expected. Contacts and circuit elements also add phase to $\delta$, and so can the magnetoresistive signal and the torque of the received current, which have their own phases relative to the vortex motion. The delays quoted in part (e) assume that all these offsets vanish. Since $dA/A=-\tan\beta\,d\beta$, an extra lag of $10^\circ$, or 0.175 rad, lowers the example's edge by about 17\% to first order, and by 19\% if $\cos\beta$ is evaluated in full. A delay should therefore be chosen from the total phase lag, not from $\bar\omega\tau$ alone. The numerical output lists most of the computed values used above.

\section*{Table of computed values}
\begin{verbatim}
mean frequency: 300.0 MHz
line delay: 1.00 ns
gamma/2pi: 5.00 MHz
amplitude relaxation time 1/(2 gamma): 15.92 ns
frequency-shift ratio nu: 2.00 (dimensionless)
bare coupling lam/2pi: 0.200 MHz
lam/gamma: 0.0400 (dimensionless)
bare phase delay delta: 108.00 deg
arctan(nu): 63.43 deg
effective phase delay beta: 44.57 deg
cos(beta): 0.71245 (dimensionless)
effective coupling K/2pi: 0.44721 MHz
largest possible edge 2K/2pi: 0.89443 MHz
locking edge: 0.63724 MHz
locking edge, angular: 4.0039 rad/us
locked case, mismatch: 0.400 MHz
locked case, psi: 38.88 deg
locked case, common minus mean: -0.24429 MHz
locked case, relaxation time: 0.3208 us
drifting case, mismatch: 0.800 MHz
drifting case, noiseless beat: 0.48366 MHz
phase-equation worst relative beat error: 2.8e-09
amplitude-model beat at 1.2 edge: 0.42278 MHz
phase-model beat at 1.2 edge: 0.42270 MHz
edge change, amplitude response: 0.1434 %
same change, leading formula: 0.1426 %
edge change, amplitude and slow delay: 0.1583 %
coupling asymmetry e: 10.0 %
edge change, coupling asymmetry: 0.4839 %
residual edge at beta=90 deg: 0.00843 MHz
same residual, leading formula: 0.00800 MHz
free linewidth, full width: 0.100 MHz
psi diffusion constant: 0.6283 rad^2/us
edge/diffusion: 6.372 (dimensionless)
noisy mean beat at 0.4 MHz mismatch: 0.026387 MHz
mean time per net slip there: 37.90 us
noisy mean beat at the edge: 0.27304 MHz
noisy mean beat at 0.8 MHz mismatch: 0.51144 MHz
delay 0.60 ns: beta 1.37 deg, edge 0.89417 MHz, amplitude model 0.89476 MHz
delay 1.00 ns: beta 44.57 deg, edge 0.63724 MHz, amplitude model 0.63825 MHz
delay 1.42 ns: beta 89.93 deg, edge 0.00117 MHz, amplitude model 0.01111 MHz
delay 2.40 ns: beta 195.77 deg, edge 0.86078 MHz, amplitude model 0.86157 MHz
\end{verbatim}
